\section*{Lead self-energies for singular interlayer hopping by ordered generalized Schur decomposition, part 1}

(Sections cited here and not found follow in the second part.)

\section{A lead made of dimers}

Take a semi-infinite lead of layers $n\ge1$ attached to a layer $0$. Each layer has two orthonormal orbitals $A,B$ with energies $\epsilon_A,\epsilon_B$, and one real hopping $t$ joins $B_n$ to $A_{n+1}$. In the order $(A,B)$ the layer block $H_0=H_{nn}$ and the coupling $V=H_{n,n+1}$ are
\begin{equation}
H_0=\begin{pmatrix}\epsilon_A&0\\0&\epsilon_B\end{pmatrix},\qquad V=\begin{pmatrix}0&0\\t&0\end{pmatrix}.
\end{equation}
Let $z=E+i\eta$, $\eta>0$, in Hartree atomic units, and let $g=[(z-H)^{-1}]_{11}$ be the surface block of the lead resolvent. Inside the lead $A_1$ has no neighbour, so $g_{AA}=1/(z-\epsilon_A)$ and $g_{BA}=0$. The self-energy $\Sigma=VgV^\dagger$ on layer 0 has the single entry $\Sigma_{BB}=t^2/(z-\epsilon_A)$. For $\epsilon_A=0.02$, $t=0.1$, $z=0.15+0.001i$ Ha this is $0.01/(0.13+0.001i)=0.076919-0.000592i$ Ha.

Two natural schemes run into trouble on this lead: one cannot start, the other loses digits. Solving the layer equation for $\psi_{n+1}$ needs $V^{-1}$, which does not exist. Expanding in Bloch waves $\psi_n=\lambda^n u$ needs the map $\psi_0\mapsto\psi_1$ to be diagonalizable. That map is $F=gV^\dagger$, as shown below; here its one nonzero entry is $F_{AB}=f=t/(z-\epsilon_A)$, so $F\neq0$ and $F^2=0$. It is a Jordan block at $\lambda=0$ with one eigenvector for a two-dimensional space. Rounding of size $\delta$ in the empty corner $F_{BA}$ splits it into eigenvalues $\pm\sqrt{f\delta}$ with eigenvectors $(1,\pm\sqrt{\delta/f})$, which are parallel up to $\sqrt\delta$. With machine epsilon $\varepsilon=2.22\times10^{-16}$, $\sqrt\varepsilon=1.5\times10^{-8}$; in a random unitary basis the computed eigenvector pair has smallest singular value $1.2\times10^{-8}$. Inverting such a basis can amplify rounding errors from $\varepsilon$ to order $\sqrt\varepsilon$, so the Bloch expansion may still return a self-energy, but with only about half of the digits. To keep them all, the scheme derived below avoids both $V^{-1}$ and a basis of eigenvectors and works with a subspace.

\section{What is to be computed}

Let each layer have $N$ orthonormal orbitals, $H_0=H_0^\dagger$, $V\ne0$ of rank $r$, $H_{n+1,n}=V^\dagger$. Norms are spectral unless marked F (Frobenius). Row $n$ of $(H-z)\psi=0$ reads
\begin{equation}
V^\dagger\psi_{n-1}+(H_0-z)\psi_n+V\psi_{n+1}=0,\qquad n\ge1.\label{rec}
\end{equation}
Fix $\psi_0$. Moving its term to the right, (\ref{rec}) becomes $(z-H)\psi=s$ on the lead, with source $V^\dagger\psi_0$ on layer 1. The lead $H$ is self-adjoint and $z$ is not real, so the square-summable solution is unique, $\|g\|\le1/\eta$, and
\begin{equation}
\psi_1=F\psi_0,\qquad F=gV^\dagger,\qquad \Sigma=VF,\qquad\|F\|\le\|V\|/\eta .
\end{equation}
The term $V\psi_1=VF\psi_0$ in the equation of layer 0 is the self-energy. For an arbitrary source $s_1$ on layer 1, the layers $n\ge2$ form the same lead driven by $\psi_1$, so $\psi_2=F\psi_1$ and $(z-H_0-VF)\psi_1=s_1$. Since $\psi_1=gs_1$,
\begin{equation}
g^{-1}=z-H_0-VF .\label{dyson}
\end{equation}

The naive scheme sets $x_n=(\psi_{n-1},\psi_n)$, solves (\ref{rec}) for $\psi_{n+1}$, and seeks the decaying subspace of the transfer matrix
\begin{equation}
\mathcal T=\begin{pmatrix}0&1\\ \multicolumn{2}{c}{X}\end{pmatrix},\qquad X=V^{-1}Y,\qquad Y=\begin{pmatrix}-V^\dagger & z-H_0\end{pmatrix}.
\end{equation}

\section{Keeping $V$ where it stands}

Leave $V$ on the left. With $\gamma=\|V\|$, which gives all blocks the unit of energy, (\ref{rec}) is $Bx_{n+1}=Ax_n$,
\begin{equation}
A=\begin{pmatrix}0&\gamma\\-V^\dagger&z-H_0\end{pmatrix},\qquad B=\begin{pmatrix}\gamma&0\\0&V\end{pmatrix}.
\end{equation}
The upper row says that the top of $x_{n+1}$ equals the bottom of $x_n$; the lower row is (\ref{rec}). If $V$ is invertible, $\mathcal T=B^{-1}A$. For $\lambda\neq0$, eliminating the upper left block $-\lambda\gamma$ of $A-\lambda B$ gives
\begin{align}
\det(A-\lambda B)&=(-\lambda\gamma)^N\det\!\big(z-H_0-\lambda V-V^\dagger/\lambda\big)=\gamma^N\det P(\lambda),\\
P(\lambda)&=V^\dagger+\lambda(H_0-z)+\lambda^2V ,
\end{align}
where the factor $(-\lambda)^N$ was taken inside the determinant; both sides are polynomials, so this holds at $\lambda=0$ too.

On the unit circle $P(e^{ik})=e^{ik}[H(k)-z]$ with the Hermitian $H(k)=H_0+Ve^{ik}+V^\dagger e^{-ik}$. Its eigenvalues are real, so $\det P\neq0$ there: the pencil is regular and has no root of modulus one. By the argument principle the number of roots inside is $N$, from $e^{ikN}$, plus the winding number of $\det[H(k)-z]$. That determinant does not vanish as $\eta$ is raised to infinity, so its winding number stays fixed, and for large $\eta$ it equals $(-z)^N\det[1-H(k)/z]$ with the second factor near 1, which does not wind. Hence exactly $N$ roots lie inside. A regular $2N\times2N$ pencil has $2N$ eigenvalues when the missing degree of the determinant is counted as roots at infinity, so $N$ lie outside. Each $u$ with $V^\dagger u=0$ gives $A(u,0)=0$ and each $w$ with $Vw=0$ gives $B(0,w)=0$, so at least $N-r$ roots are zero and at least $N-r$ infinite. An amplitude $u$ on one layer does not drive the next layer, and an amplitude $w$ does not act back on the layer before. For the dimer, $\det P=\lambda^2[(\epsilon_A-z)(\epsilon_B-z)-t^2]$ has a double zero although $N-r=1$: an amplitude on $A$ does not drive the next layer, while one on $B$ reaches the next layer and stops there.

The generalized Schur decomposition, computed by the QZ algorithm, supplies unitary $Q,Z$ with $Q^\dagger AZ=S$ and $Q^\dagger BZ=T$ upper triangular. Then $\det(A-\lambda B)\propto\prod_j(\alpha_j-\lambda\beta_j)$ with $\alpha_j=S_{jj}$, $\beta_j=T_{jj}$. An infinite root is a pair with $\beta_j=0$, and no division is needed to classify it. Unitary swaps bring the $N$ pairs with $|\alpha_j|<|\beta_j|$ to the front. Let $Z_1,Q_1$ be the first $N$ columns, and $Z_{11},Z_{21}$ the upper and lower halves of $Z_1$. Triangularity gives
\begin{equation}
AZ_1=Q_1S_{11},\qquad BZ_1=Q_1T_{11}.
\end{equation}
$T_{11}$ is invertible because $|\beta_j|>|\alpha_j|\ge0$, and $M_1=T_{11}^{-1}S_{11}$ is triangular with diagonal $\alpha_j/\beta_j$, so its powers decay geometrically. For any $c$ put $x_n=Z_1M_1^{n-1}c$. Then
\begin{equation}
Bx_{n+1}=Q_1T_{11}M_1M_1^{n-1}c=Q_1S_{11}M_1^{n-1}c=Ax_n ,
\end{equation}
a square-summable solution with $\psi_0=Z_{11}c$, $\psi_1=Z_{21}c$. If $Z_{11}c=0$, the source vanishes, uniqueness forces $\psi_1=0$, so $Z_1c=0$ and $c=0$ because the columns are orthonormal. Thus $Z_{11}$ is invertible, and uniqueness identifies
\begin{equation}
F=Z_{21}Z_{11}^{-1},\qquad \Sigma=VZ_{21}Z_{11}^{-1}\label{main}
\end{equation}
for any rank of $V$ and any Jordan structure. The one inverse left is under control. With $W=\binom{1}{F}$, $Z_1=WZ_{11}$, and $Z_1^\dagger Z_1=1$ gives $(Z_{11}Z_{11}^\dagger)^{-1}=1+F^\dagger F$, so
\begin{equation}
\|Z_{11}^{-1}\|=\sqrt{1+\|F\|^2},\qquad\|Z_{11}\|\le1 .\label{z11}
\end{equation}
The upper row of $Bx_2=Ax_1$ gives $Z_{11}M_1=Z_{21}$, so $F=Z_{11}M_1Z_{11}^{-1}$ has the inner roots as eigenvalues. On the rotated dimer, (\ref{main}) reproduces the closed form to $2.5\times10^{-16}$; this and all errors of $\Sigma$ below are $\|\hat\Sigma-\Sigma\|_F/\|\Sigma\|_F$.

\section{The problem itself stays well conditioned}

A nearly singular $V$ might make $\Sigma$ sensitive to any perturbation, in which case no algorithm could help. From (\ref{dyson}), $VF+g^{-1}=z-H_0$, and $g^{-1}F=V^\dagger$, so
\begin{equation}
(\lambda V-g^{-1})(\lambda-F)=\lambda^2V-\lambda(VF+g^{-1})+g^{-1}F=P(\lambda).
\end{equation}
The second factor holds all $N$ inner roots, so the first, $g^{-1}(\lambda gV-1)$, holds the outer ones: the eigenvalues of $gV$ are $\mu=1/\lambda_{\rm out}$, with $|\mu|<1$ and $\mu=0$ for an infinite root.

For an approximation $\hat F=F+\delta F$ define the residual $R=V^\dagger+(H_0-z)\hat F+V\hat F^2$, which vanishes at $\hat F=F$ by (\ref{rec}) with $\psi_2=F^2\psi_0$. Expanding the square and using (\ref{dyson}),
\begin{align}
R&=(H_0-z+VF)\,\delta F+V\delta F\,F+V\delta F^2\nonumber\\
&=-g^{-1}\delta F+V\delta F\,F+V\delta F^2 .
\end{align}
Multiplying by $-g$ and dropping the quadratic term gives a Stein equation,
\begin{equation}
L\,\delta F\equiv\delta F-gV\,\delta F\,F=-gR,\qquad \|\delta F\|_F\le\|L^{-1}\|\,\|g\|\,\|R\|_F .\label{stein}
\end{equation}
On stacked columns $L=1-F^{T}\otimes gV$, with eigenvalues $1-\lambda_{\rm in}\mu\neq0$. The resolvent identity gives $\|\delta g\|\le2\|\delta V\|/\eta^2$, since a change $\delta V$ changes $H$ by at most $2\|\delta V\|$. So $g$, $F$ and $L$ are continuous in $V$, $L$ is invertible at a singular $V$ as anywhere else, and $\|L^{-1}\|$ tends to a finite limit as the smallest singular value $\sigma_{\min}$ of $V$ goes to zero at fixed $\eta>0$. An eigenvalue of $L$ vanishes only if $\lambda_{\rm in}\to\lambda_{\rm out}$, an inner and an outer root meeting on the circle as $\eta\to0$. The norm $\|L^{-1}\|$ can also grow with separated roots: $L^{-1}X=\sum_{k\ge0}(gV)^kXF^k$, and $\|F\|$ can reach order $1/\eta$ near a surface bound state, a pole of $g$.

It remains to find $R$ for a computed subspace. Suppose $\hat W=\binom{1}{\hat F}$ is exact for a perturbed pencil, $(A+\delta A)\hat W=(B+\delta B)\hat WM$. Let $G=\delta A\,\hat W-\delta B\,\hat WM$ with halves $G_1,G_2$. The upper row, $\gamma\hat F+G_1=\gamma M$, gives $M=\hat F+G_1/\gamma$. The lower row is $-V^\dagger+(z-H_0)\hat F+G_2=V\hat FM=V\hat F^2+V\hat FG_1/\gamma$. Collecting the terms of $R$,
\begin{equation}
R=G_2-V\hat F G_1/\gamma .\label{res}
\end{equation}
Since $\|V\|=\gamma$, to first order
\begin{equation}
\|R\|\le(1+\|F\|)\sqrt{1+\|F\|^2}\,\big(\|\delta A\|+\|F\|\,\|\delta B\|\big).
\end{equation}
No factor in this bound or in (\ref{stein}) contains $V^{-1}$. The accuracy of a scheme is then set by the backward error it commits in the pencil.

\section{Where the digits go}

QZ applies unitary rotations to $A$ and $B$. One rotation $U$ done in floating point yields $U(A+\Delta)$ with $\|\Delta\|\le c\,\varepsilon\|A\|$, later rotations leave the norm of $\Delta$ unchanged, and entries are set to zero when they are of that same size. The errors add, so $\|\delta A\|=O(\varepsilon\|A\|)$ and $\|\delta B\|=O(\varepsilon\|B\|)$ with constants that depend on $N$. This presumes that the rounding errors of the roots are smaller than two distances: the one between inner and outer roots, so that the reordering swaps succeed, and the one from each root to the unit circle, so that the moduli sort them correctly. The final solve with $Z_{11}$ adds $O(\varepsilon)$ times its condition number, at most $\sqrt{1+\|F\|^2}$ by (\ref{z11}). The error of $\Sigma$ is $O(\varepsilon)$ times factors that stay finite at singular $V$.

Now give the transfer matrix its best chance, an ordered Schur decomposition, so that eigenvectors play no part. Let $\kappa=\gamma/\sigma_{\min}$ be the condition number, and $u,v$ the left and right singular vectors of $\sigma_{\min}$. When $\sigma_{\min}$ lies far below the other singular values (several small ones each contribute such a term), $X\simeq v\,u^\dagger Y/\sigma_{\min}$, with $\|X\|\le\|Y\|/\sigma_{\min}\le\|A\|/\sigma_{\min}$. The row $u^\dagger Y$ cannot vanish, since $\|u^\dagger(z-H_0)\|\ge\eta$, but it can be much smaller than $\|A\|$, for instance when a distant core level sets $\|A\|$; the bounds below, which use $\|A\|$, then overestimate the loss. Two errors arise.

Storing $X$ rounds each entry, $\hat X=X+\Delta$ with $\|\Delta\|=O(\varepsilon\|X\|)$. The stored matrix is exact for the data $Y+V\Delta$, so the lower half of $A$ is perturbed by
\begin{equation}
\|V\Delta\|\le\gamma\,O(\varepsilon)\,\|A\|/\sigma_{\min}=O(\varepsilon\kappa\|A\|).
\end{equation}
An LU solve makes each column exact for some $V+\delta V_j$ with $\|\delta V_j\|=O(\varepsilon\gamma)$, a residual $\delta V_j\hat x_j$ of the same order. The columns of $X$ point along $v$, which $V$ shrinks by $\sigma_{\min}$. Their rounding errors, made entry by entry, point along $v$ when $v$ is a basis vector, and have no reason to when it is spread over several orbitals; then $V$ acts on them with its full norm and the bound should be reached.

The Schur step is backward stable relative to its own input: it is exact for $\mathcal T+\delta\mathcal T$ with $\|\delta\mathcal T\|=O(\varepsilon\|\mathcal T\|)$. Multiplying by $B$, whose norm is $\gamma$, gives $\delta A=B\,\delta\mathcal T$, again $O(\varepsilon\gamma\|A\|/\sigma_{\min})=O(\varepsilon\kappa\|A\|)$. By (\ref{res}) and (\ref{stein}) the error of $\Sigma$ is bounded by $O(\varepsilon\kappa)$ times the factors that multiply $\varepsilon$ in QZ. This is an upper bound; that it is attained is established numerically below for one model.

The loss belongs to the inversion of $V$, and a scheme may invert other matrices without it. Decimation writes (\ref{rec}) as $(z-e)\psi_n=b\psi_{n-1}+a\psi_{n+1}$ with $e=H_0$, $a=V$, $b=V^\dagger$, and $e_s=H_0$ for layer 1. Solving for the even layers with $h=(z-e)^{-1}$ and inserting them in the odd ones gives a chain of the same form,
\begin{equation}
e_s\to e_s+ahb,\quad e\to e+ahb+bha,\quad a\to aha,\quad b\to bhb ,
\end{equation}
and $g=(z-e_s)^{-1}$ once $a,b$ have died out. Each $h$ is a resolvent block of a finite segment, so $\|h\|\le1/\eta$ whatever the rank of $V$. The bound is lost at $\eta=0$.

For $\eta>0$, the ordered QZ decomposition gives $\Sigma$ for any rank of $V$ with an error that stays finite at singular $V$, while the error bound of the transfer matrix grows as $\varepsilon\kappa$. It remains to treat real energy, where propagating roots lie on the unit circle, and to test numerically on one model whether that bound is attained.
